# Memory window of a ferroelectric transistor: polarization-limited and coercivity-limited regimes, part 2

A transistor gate consists of metal, ferroelectric film (thickness $t$, linear permittivity $\varepsilon=\varepsilon_0\varepsilon_F$, switchable polarization $P$, remanent value $P_r$), interlayer ($t_I$, $\varepsilon_I$) and p-type silicon ($\varepsilon_s$). The memory window $MW$ is the difference between the gate voltages $V_G$ at which the channel first reaches threshold: falling after a positive write (low threshold), rising after a negative one (high threshold). Fields and displacement $D$ are positive from gate to silicon. Film and interlayer fields are $E_F=(D-P)/\varepsilon$ and $E_I=D/\varepsilon_I$. Without charge between the layers,

$$V_G=V_{FB}+\psi_s+\frac{D}{C_I}+\frac{D-P}{C_F}. \tag{1}$$

$$D^2=2\varepsilon_skTN_A\left[e^{-y}+y-1+\frac{n_i^2}{N_A^2}(e^y-y-1)\right], \tag{2}$$

Here $C_F=\varepsilon/t$, $C_I=\varepsilon_I/t_I$, $V_{FB}$ is the flat-band voltage, $\psi_s=ykT/q$ the surface potential (with the sign of $D$), $N_A$ the doping and $n_i$ the intrinsic density. At threshold $D=D_{th}$.

In a square loop all grains share one coercive field $E_c$. A state is frozen if its film field stays within $\pm E_c$ until threshold; otherwise back-switching pins the positive state at $-E_c$, the negative at $+E_c$. For saturating writes and $|D_{th}|\le\varepsilon E_c$,

$$MW=t\left[\min\left(E_c,\frac{P_r-D_{th}}{\varepsilon}\right)+\min\left(E_c,\frac{P_r+D_{th}}{\varepsilon}\right)\right]. \tag{4}$$

With both states frozen, $MW=2P_rt/\varepsilon$ (frozen formula). A positive write stopped at peak displacement $D_m$, with grains still switching, leaves

$$P_w=D_m-\varepsilon E_c. \tag{5}$$

A negative one leaves $-P_w$. For $0\le P_w\le P_r$, $P_w$ replaces $P_r$ in (4). The full window $2E_ct$ requires

$$D_m\ge2\varepsilon E_c+D_{th}. \tag{6}$$

A "20% spread" means normally distributed coercive fields with median $E_c$ and that standard deviation. "Sweep" values come from numerical gate-voltage sweeps of the grain ensemble.

Example: $t=10$ nm, $\varepsilon_F=30$, $E_c=1$ MV/cm, $P_r=20$ µC/cm² (1.5 in the frozen case), 1 nm interlayer of relative permittivity 3.9, $N_A=3\times10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, 300 K, $V_{FB}=0$. Then $\varepsilon E_c=2.656$ and $D_{th}=0.298$ µC/cm², and (6) requires 5.61 µC/cm². A rough interlayer breakdown field of 10 MV/cm allows only $D_m=3.453$ µC/cm², giving $P_w=0.797$ µC/cm² and $MW=0.600$ V.

## Trapped charge

Let a sheet charge $\sigma$ sit between ferroelectric and interlayer. Gauss's law gives $D_I-D_F=\sigma$. Electrons trapped during a positive write make $\sigma=-s$, so $D_F=D_I+s$. Let $D_m$ now be the peak displacement in the interlayer. As long as the film is not saturated, (5) becomes

$$P_w=D_m+s-\varepsilon E_c.$$

If the charge is still present at threshold, where $D_I=D_{th}$,

$$E_F=\frac{D_{th}+s-P_w}{\varepsilon}=\frac{D_{th}-(D_m-\varepsilon E_c)}{\varepsilon}.$$

The charge $s$ has cancelled: it helps to write polarization and then screens that same amount. The exact cancellation is a property of the square loop. With a 20% spread the extra polarization needs a higher write field, so less is gained than is screened: at the 10 MV/cm limit, retained $s=5$ µC/cm² lowers the window from 0.7–1.0 V to 0.6–0.75 V, depending on the starting state. The negative write, with $\sigma=+s$, behaves in the same way. If the charge is released before the reading sweep, the extra polarization acts on the channel, up to the coercive limit.

With $s=5$ µC/cm² and the 10 MV/cm limit, $P_w=5.80$ µC/cm². The swept window is 0.602 V with the charge retained and 1.990 V with it released, at gate voltages of 1.5 V for the positive and 0 V for the negative state. Release at 1.5 V raises the interlayer field to about 11 MV/cm. This is above the write field that filled the traps, and the tunnelling estimate below would resupply the charge within about 1 ns, so complete release at this bias is imposed here, not predicted. Traps of uniform energy density that stay in equilibrium with the silicon, and so empty gradually as the bias falls, also give 2.0 V for the square loop if their density is at least about $1.2\times10^{13}$ cm$^{-2}$eV$^{-1}$ (a swing of $\pm5$ µC/cm² between the writes corresponds to $1.9\times10^{13}$); the window is 1.5 V at $5\times10^{12}$ and 0.8 V at $10^{12}$. The full window needs the positive state released above the low final threshold and the negative state below the high one, so a common release bias must lie between them. Below the low one, the hold loss of the next section applies. By (6), with $D_m$ replaced by $D_m+s$, complete release gives the full window of the square loop if $s\ge5.61-3.45=2.16$ µC/cm². With a 20% spread the written grains are the weak ones and switch back early: the released window is about 1.3 V for $s=2.16$, 1.5 V for $s=5$ and 1.7 V for $s=10$ µC/cm².

Is there enough tunnelling to supply such charge? Electrons at the silicon surface see a field $F=D_m/\varepsilon_s$. In a triangular well with a hard wall, the Airy function's first zero gives the lowest level $E_1=2.338(\hbar^2/2m)^{1/3}(qF)^{2/3}$. The classical round trip takes $2\sqrt{2mE_1}/(qF)$, whose inverse is the attempt rate. The WKB transmission is $\exp(-2\int\kappa\,dx)$, with $\hbar\kappa=\sqrt{2m_I(\Phi-E_1-qE_Ix)}$ across the interlayer.

For a barrier $\Phi=3.1$ eV and masses of 0.916 (silicon, two-fold valleys on a (100) surface) and 0.5 (interlayer) electron masses, the level is at 0.39 eV, the attempt rate is $8.3\times10^{13}$ s$^{-1}$ and the transmission $2.1\times10^{-5}$. The escape time is about 0.6 ns. This is an order-of-magnitude estimate: it ignores screening within the inversion layer and assumes empty states beyond the interlayer. It shows that, through 1 nm, the supply of electrons need not limit trapping in longer positive pulses. At the same field the time grows to about 45 ns for 1.5 nm, 1.5 µs for 2 nm and 30 µs for 3 nm. It does not cover the positive charge assumed for the negative write, nor does it tell how much charge is caught or when it leaves.

## Hold bias and time

First passage does not include a hold at lower gate voltage. If a pinned positive state is taken to $D_h<D_{th}$, its polarization drops to $P_h=D_h+\varepsilon E_c$. On the upward read the field moves away from $-E_c$, so $P_h$ stays fixed as long as $D_{th}-D_h\le2\varepsilon E_c$; beyond that the whole window is lost. The low threshold rises relative to first passage by

$$\frac{D_{th}-P_h}{C_F}+E_ct=\frac{D_{th}-D_h}{C_F}.$$

Holding 1 V below the swept low threshold ($-0.018$ V) of the 20 µC/cm² film gives $D_h=-0.019$ µC/cm² and a loss of 0.12 V. This hold ends near flat band. Deeper holds enter accumulation, and the loss grows to about 0.6 V at 1.5 V and 1.2 V at 2 V below threshold.

Time matters too, because a pinned state sits at its coercive field. Let grains reverse at the Merz rate $1/\tau$, with $\tau=\tau_0e^{E_a/|E|}$. If $f$ is the positive fraction, then $P=P_r(2f-1)$ and $\dot f=-f/\tau$, so $\dot P=-(P+P_r)/\tau$. At $D=0$ the depolarization field has magnitude $E=P/\varepsilon$. Separating variables gives the time to fall to $E$:

$$T(E)=\int_E^{P_r/\varepsilon}\frac{\varepsilon\tau_0e^{E_a/E'}}{\varepsilon E'+P_r}\,dE'.$$

Take $\tau_0=10^{-12}$ s as an assumed value, and choose $E_a$ so that the field reaches 1 MV/cm after 1 ms. This gives $E_a=26.0$ MV/cm. After ten years the field is 0.483 MV/cm, and two states each held at $D=0$ give a window of 0.97 V, about half of $2E_ct$. The ratio depends on the assumed $\tau_0$: recalibrated in the same way, it is 0.40 for $10^{-9}$ s and 0.33 for $10^{-7}$ s. It also depends on the form of the rate law: with $\tau=\tau_0\exp[(E_a/|E|)^\alpha]$ and $\tau_0=10^{-12}$ s, it is 0.70 for $\alpha=2$ and 0.84 for $\alpha=4$. The calibration matters as well: with $E_a=26.0$ MV/cm, $P$ vanishes at 1.6 MV/cm on a triangular 1 kHz loop of 3 MV/cm amplitude. Choosing $E_a$ so that this loop value is 1 MV/cm gives $E_a=15.7$ MV/cm and a ratio of 0.29. The two states have $D=0$ only at different gate voltages. At one common storage bias each keeps $P=D_h\pm\varepsilon E$ with its own $D_h$ from (1) and (2). For $V_G=V_{FB}=0$ these are about $+0.2$ and $-1.1$ µC/cm², and a fast read then finds about 1.4 V. This value depends on the storage bias: 0.45 V above flat band it is about 1.1 V. At displacements of order 1 µC/cm² and above the silicon surface is degenerate and (2) is only approximate; Fermi statistics change this $D_h$ from $-1.12$ to $-1.07$ µC/cm² and leave the 1.4 V unchanged.

"Frozen" is therefore a statement about a time scale. At $D=0$ the film with $P_r=1.5$ µC/cm² has a field of 0.565 MV/cm, for which this model gives $\tau=10^{-12}e^{26.0/0.565}$ s, about three years. It is frozen during a short read, but not over ten years, in which the self-limiting decay lowers its window from 1.13 to 1.00 V.

## Using the result for hafnia

The values $\varepsilon_F=30$, $E_c=1$ MV/cm and $P_r=20$ µC/cm² are rough typical ones for a 10 nm hafnium-zirconium-oxide film; 1.5 µC/cm² is far below that and serves to show the frozen regime. The assumption most at odds with a real oxide interlayer is a saturating write without charge injection. Respecting the rough breakdown field lowers the ideal 2.0 V to 0.6 V. This figure is a difference of rough inputs: it runs from 0.08 to 1.12 V for breakdown fields of 8 to 12 MV/cm, and from 1.12 to 0.23 V for $\varepsilon_F$ from 25 to 35. The 10 MV/cm is an assumed limit with no stress time attached; if short write pulses are tolerated at higher fields, the window is 1.6 V at 14 MV/cm and the full 2.0 V at 16.2 MV/cm. It is also a square-loop figure: with a 20% spread of coercive fields the limited write switches the weak grains, and the window is 0.7 to 1.0 V depending on the starting state of the film. Trapping followed by release can restore 2.0 V for the square loop, and about 1.5 V for $s=5$ µC/cm² with a 20% spread, so the window depends on when the charge is released. Lateral variation of potential and current percolation between grains lie outside the one-dimensional treatment. This limit is severe for pinned and partly written states, which are mixtures of $\pm20$ µC/cm² domains. For stripe domains in this stack, linear electrostatics puts the field in a domain about 0.2 MV/cm away from the mean for a width of 1 nm, about 0.5 MV/cm for 3 nm and 1.2 to 1.9 MV/cm for 10 nm, more than $E_c$. These are averages over the volume of a domain. At the interlayer boundary the local deviation is 4 to 7 MV/cm for all three widths, and under the domain centres the pattern adds about 2, 5 to 6 and 9 to 17 MV/cm across the interlayer, which a limit placed on the mean interlayer field does not see. The common field assumed here therefore needs a floating metal layer under the film, or domains much narrower than the film thickness, and in the latter case it holds only on average.

The following recipe is for a square loop; with spread coercive fields and a limited write it is neither exact nor an upper bound. To implement the result, compute $D_{th}$ from (2). The written polarization is $D_m+s-\varepsilon E_c$, capped at $P_r$, where $s$ is all the charge trapped during the write and $E_c$ is the coercive field for the duration of the write. This holds for $D_m+s\ge\varepsilon E_c$; below that the two writes leave the same polarization, so take the written polarization as zero, and fully retained charge gives the negative window $-2st/\varepsilon$. Subtract the part of $s$ that is still present at reading; it screens the polarization even if the cap kept it from adding any. Then insert the difference into (4) in place of $P_r$, using there the coercive field for the duration of the read. With rate-dependent switching these write and read values are the fields at which switching stalls inside the stack, and they lie below the loop value at the same frequency. In the Merz model with $E_a=15.7$ MV/cm (loop value 1 MV/cm at 1 kHz), a 1 kHz gate sweep pins the states at 0.7 to 0.8 MV/cm and gives about 1.5 V instead of 2.0 V, and a 0.5 ms pulse ending at $D_m=3.453$ µC/cm² ends at about 0.64 MV/cm and writes about 1.8 instead of 0.8 µC/cm². Using the lower field of the storage time in (4) describes states that are each stored at their own threshold; for storage at a common bias, first limit each polarization to $D_h\pm\varepsilon E_c$ with that lower field and the $D_h$ of that state, and then evaluate the two thresholds, limiting each film field to the coercive field of the read. With fields in MV/cm and thickness in nm, multiply their product by 0.1 to obtain volts. The numerical output below lists the remaining values.

## Calculated quantities

```
ferroelectric: t = 10 nm, relative permittivity 30
coercive field 1.0 MV/cm; HZO-like P_r 20 uC/cm2
interlayer: 1 nm, relative permittivity 3.9
silicon: doping 3e+17 cm^-3, n_i 1e+10 cm^-3, 300 K
silicon relative permittivity 11.7
C_F = 2.656 uF/cm2, C_I = 3.453 uF/cm2
surface potential at threshold 0.890 V
D_th = 0.298 uC/cm2
crossover polarization eps*E_c = 2.656 uC/cm2
crossover band 2.359 to 2.954 uC/cm2
P_r (uC/cm2) | window: sweep, law, frozen formula (V)
   0.500 | 0.376, 0.376, 0.376
   1.500 | 1.129, 1.129, 1.129
   2.200 | 1.656, 1.656, 1.656
   2.656 | 1.887, 1.888, 2.000
   3.200 | 2.000, 2.000, 2.409
   5.000 | 1.998, 2.000, 3.765
  20.000 | 1.989, 2.000, 15.059
frozen case P_r = 1.5 uC/cm2: thresholds 0.524 and 1.653 V
  ferroelectric fields at threshold -0.453 and 0.677 MV/cm
  window with 3 nm interlayer 1.129 V
  window with 20 nm ferroelectric 2.259 V
HZO-like case: thresholds -0.018 and 1.971 V
  P left at threshold 2.94 and -2.34 uC/cm2
coercivity spread 20 %: windows from sweep
  P_r  1.500 uC/cm2: 1.086 V
  P_r  2.656 uC/cm2: 1.520 V
  P_r 20.000 uC/cm2: 1.930 V
interlayer field, saturating write 65.6 MV/cm
interlayer field needed for full window 16.2 MV/cm
  sweep at that field 1.991 V, at 80 % of it 1.385 V
rough breakdown field 10 MV/cm: D = 3.453 uC/cm2
  written P 0.797 uC/cm2, window: law 0.600 V, sweep 0.602 V
trapped charge 5 uC/cm2: written P 5.80 uC/cm2
  window if retained 0.602 V, if released 1.990 V
hold 1 V below low threshold: D_hold -0.019 uC/cm2, loss 0.120 V
tunnelling inputs: barrier 3.1 eV, masses 0.5, 0.916 m_e
  subband 0.39 eV, attempt rate 8.3e+13 1/s
  transmission 2.1e-05, escape time 5.6e-10 s
Merz model: attempt time 1e-12 s, E_c set at 1e-03 s
  activation field 26.0 MV/cm
  field held after 10 years 0.483 MV/cm, window 0.97 V
```
